**Blind spacer thickness in diffraction-based overlay**

The program shows that the first-order asymmetry \(A=I_{+1}-I_{-1}\) of two stacked gratings can vanish at a nonzero shift \(d\). With pitch \(P\), \(K=2\pi/P\), and vertical wave numbers \(k\) and \(q\) of the incident and diffracted waves in the spacer, weak identical gratings are blind at centre separations \(m\pi/(k+q)\), where \(m\) is a positive integer. A coupled-wave solver is asserted to conserve energy and to reproduce the fine-pitch film limits. Further assertions cover the weak-grating formula, the mean spacing of blind thicknesses, mirror symmetry, small-shift suppression and the single-diffraction limit. For the silicon example, an 8 nm shift gives zero asymmetry at a spacer thickness of 502.746 nm, but a relative asymmetry of −12.6 % at 550 nm. Pads biased by ±20 nm read 18.18 nm at the blind thickness, and the program asserts agreement with the cubic formula within 1.5 nm. It also asserts that ideal pad readings improve 10 nm away, that the false shift from an internal grating offset grows inversely with distance from zero slope, and that at least one of three other wavelengths restores the asymmetry.

## Numerical verification

```python
# Result under test: the first-order asymmetry A = I(+1) - I(-1) of two stacked
# gratings can vanish at a nonzero shift d, because A also changes sign with
# the spacer thickness t. Single scattering: A = 4 (q_air/k0) Im(a* b) sin(K d).
# a, b: order amplitudes due to upper and lower grating; K = 2 pi / pitch.
# With multiple scattering the blindness is local: it holds for small shifts.
# Time factor exp(-i omega t); z points down; lengths in nm; half-pitch lines.
# TE: electric field along the lines. TM: magnetic field along the lines.
import numpy as np
from scipy.optimize import brentq

PITCH = 800.0
K = 2 * np.pi / PITCH
LAM = 633.0
N_OX, N_RESIST, N_SI = 1.46, 1.60, 3.88 + 0.02j
H_TOP, H_BOT = 100.0, 60.0
SHIFT, BIAS = 8.0, 20.0
NORD = 10


def root_branch(x):
    g = np.sqrt(np.asarray(x, dtype=complex))
    return np.where(g.real + g.imag < 0, -g, g)


def fourier_matrix(line, gap, shift, pitch, nord):
    n = np.arange(-2 * nord, 2 * nord + 1)
    c = (line - gap) * 0.5 * np.sinc(n / 2) * np.exp(-2j * np.pi * n * shift / pitch)
    c[2 * nord] += gap
    m = np.arange(2 * nord + 1)
    return c[m[:, None] - m[None, :] + 2 * nord]


def diffract(layers, eps_sub, lam=LAM, eps_in=1.0, pol="TE", pitch=PITCH,
             angle=0.0, nord=NORD):
    """Coupled-wave solution; layers = (height, eps_line, eps_gap, shift), top first.
    Returns reflected amplitudes and power fractions for orders -nord..nord."""
    k0 = 2 * np.pi / lam
    orders = np.arange(-nord, nord + 1)
    kx = 2 * np.pi * orders / pitch + k0 * np.sqrt(eps_in) * np.sin(angle)
    one = np.eye(len(kx))
    kz_in = root_branch(k0**2 * eps_in - kx**2)
    kz_sub = root_branch(k0**2 * eps_sub - kx**2)
    tm = pol == "TM"
    adm = np.diag(kz_sub / eps_sub if tm else kz_sub)
    for height, line, gap, shift in reversed(layers):
        eps = fourier_matrix(line, gap, shift, pitch, nord)
        if tm:
            inv_eps = fourier_matrix(1 / line, 1 / gap, shift, pitch, nord)
            inner = k0**2 * one - kx[:, None] * np.linalg.inv(eps) * kx[None, :]
            matrix = np.linalg.solve(inv_eps, inner)
        else:
            inv_eps = one
            matrix = k0**2 * eps - np.diag(kx**2)
        val, w = np.linalg.eig(matrix)
        gam = root_branch(val)
        v = inv_eps @ w * gam[None, :]
        load = np.linalg.solve(v, adm @ w)
        refl = np.linalg.solve(one + load, one - load)
        phase = np.exp(1j * gam * height)
        refl = phase[:, None] * refl * phase[None, :]
        adm = v @ (one - refl) @ np.linalg.inv(w @ (one + refl))
    y_in = np.diag(kz_in / eps_in if tm else kz_in)
    inc = (orders == 0).astype(complex)
    amp = np.linalg.solve(y_in + adm, (y_in - adm) @ inc)
    return amp, np.abs(amp)**2 * kz_in.real / kz_in[nord].real


def example_layers(t, d, n_si=N_SI, top=1.0, bot=1.0, tilt=0.0):
    """top, bot scale the contrast of a grating about its mean permittivity;
    tilt is the offset between the upper and lower halves of the lower grating."""
    def contrast(e1, e2, scale):
        mean, half = (e1 + e2) / 2, (e1 - e2) / 2
        return mean + scale * half, mean - scale * half
    up = contrast(N_RESIST**2, 1.0, top)
    low = contrast(n_si**2, N_OX**2, bot)
    return [(H_TOP, *up, 0.0), (t, N_OX**2, N_OX**2, 0.0),
            (H_BOT / 2, *low, d + tilt / 2), (H_BOT / 2, *low, d - tilt / 2)]


def order_powers(t, d, lam=LAM, n_si=N_SI, pol="TE", angle=0.0, nord=NORD, **kw):
    p = diffract(example_layers(t, d, n_si, **kw), n_si**2, lam=lam, pol=pol,
                 angle=angle, nord=nord)[1]
    return p[nord + 1], p[nord - 1]


def asym(t, d, **kw):
    plus, minus = order_powers(t, d, **kw)
    return plus - minus


def rel_asym(t, d, **kw):
    plus, minus = order_powers(t, d, **kw)
    return (plus - minus) / (plus + minus)


def zeros_on_grid(values, grid):
    i = np.where(values[:-1] * values[1:] < 0)[0]
    return i, grid[i] - values[i] * (grid[i + 1] - grid[i]) / (values[i + 1] - values[i])


def root_near(func, centre):
    """Root in the narrowest symmetric bracket that shows a sign change."""
    for width in (1, 2, 4, 7, 11, 16, 22, 30):
        if func(centre - width) * func(centre + width) < 0:
            return brentq(func, centre - width, centre + width, xtol=1e-8)
    raise AssertionError("no sign change near the given thickness")


# Solver check: a lossless stack on a lossless mirror reflects all power.
mirror_stack = [(100.0, 2.56, 1.0, 0.0), (400.0, 2.13, 2.13, 0.0), (60.0, 6.0, 2.13, 30.0)]
energy_error = max(abs(diffract(mirror_stack, -20.0, pol=p)[1].sum() - 1) for p in ("TE", "TM"))
assert energy_error < 1e-7

# Solver check: a very fine grating acts as a film with the known mean permittivity.
fine_error = 0.0
for p, mean in (("TE", (6.0 + 1.0) / 2), ("TM", 2 / (1 / 6.0 + 1 / 1.0))):
    fine = diffract([(100.0, 6.0, 1.0, 0.0)], 2.13, pol=p, pitch=0.5)[0][NORD]
    k0, n_f, n_s = 2 * np.pi / LAM, np.sqrt(mean), np.sqrt(2.13)
    r1, r2 = (1 - n_f) / (1 + n_f), (n_f - n_s) / (n_f + n_s)
    e = np.exp(2j * k0 * n_f * 100.0)
    film = (r1 + r2 * e) / (1 + r1 * r2 * e)
    fine_error = max(fine_error, abs(abs(fine) - abs(film)))
assert fine_error < 5e-3

# Weak identical gratings in a matched medium: absolute formula and blind gap.
k0 = 2 * np.pi / LAM
k = N_OX * k0
q = np.sqrt(k**2 - K**2)
H_WEAK, D_EPS, D_WEAK = 50.0, 0.02, 80.0


def weak_asym(gap):
    e0, hi, lo = N_OX**2, N_OX**2 + D_EPS / 2, N_OX**2 - D_EPS / 2
    p = diffract([(H_WEAK, hi, lo, 0.0), (gap, e0, e0, 0.0), (H_WEAK, hi, lo, D_WEAK)],
                 e0, eps_in=e0)[1]
    return p[NORD + 1] - p[NORD - 1]


g_weak = k0**2 * (D_EPS / np.pi) * H_WEAK / (2 * q) * np.sinc((k + q) * H_WEAK / 2 / np.pi)
weak_scale = 4 * (q / k) * g_weak**2 * np.sin(K * D_WEAK)
gaps = np.linspace(300, 600, 13)
weak_error = max(abs(weak_asym(x) / weak_scale - np.sin((k + q) * (x + H_WEAK))) for x in gaps)
assert weak_error < 0.02
spacing = np.pi / (k + q)
gap_formula = 4 * spacing - H_WEAK
gap_solver = brentq(weak_asym, gap_formula - 30, gap_formula + 30, xtol=1e-8)
assert abs(gap_solver - gap_formula) < 0.5

# Silicon example: find thicknesses at which the true shift gives no asymmetry.
grid = np.arange(300.0, 3001.0, 10.0)
scan = np.array([asym(t, SHIFT) for t in grid])
index, crossings = zeros_on_grid(scan, grid)
mean_spacing = (crossings[-1] - crossings[0]) / (len(crossings) - 1)
assert abs(mean_spacing / spacing - 1) < 0.05
j = index[np.argmin(abs(crossings - 500))]
t_blind = brentq(lambda t: asym(t, SHIFT), grid[j], grid[j + 1], xtol=1e-10, rtol=1e-14)
t_good = max(grid[abs(grid - t_blind) < 70], key=lambda t: abs(asym(t, SHIFT)))
good_signal = rel_asym(t_good, SHIFT)
blind_signal = rel_asym(t_blind, SHIFT)
assert abs(blind_signal) < 1e-9 and abs(good_signal) > 5e-3

# Mirror symmetry, and the second false zero at half a pitch.
assert abs(asym(t_good, SHIFT) + asym(t_good, -SHIFT)) < 1e-10
assert abs(asym(t_good, PITCH / 2)) < 1e-10


# Small shifts: the slope and the whole signal up to 10 nm are suppressed.
def slope(t):
    """Change of A per nm of shift at zero shift."""
    return asym(t, 0.5) - asym(t, -0.5)


slope_good, slope_blind = slope(t_good), slope(t_blind)
assert abs(slope_blind / slope_good) < 0.05
small_d = np.linspace(1, 10, 10)
small_ratio = (max(abs(asym(t_blind, d)) for d in small_d)
               / max(abs(asym(t_good, d)) for d in small_d))
assert small_ratio < 0.05

# Large shifts: a residual from multiple scattering remains; it must shrink
# when the contrast of both gratings is reduced.
all_d = np.arange(0, 32) * PITCH / 32


def shift_curve(t, scale=1.0):
    return np.array([asym(t, d, top=scale, bot=scale) for d in all_d])


def harmonics(curve):
    return [2 * np.mean(curve * np.sin(n * K * all_d)) for n in (1, 2, 3)]


curve_good, curve_blind = shift_curve(t_good), shift_curve(t_blind)
residual = max(abs(curve_blind)) / max(abs(curve_good))
harm_good, harm_blind = harmonics(curve_good), harmonics(curve_blind)
LOW = 0.2
local = np.arange(300.0, 701.0, 10.0)
low_scan = np.array([asym(t, SHIFT, top=LOW, bot=LOW) for t in local])
low_index, low_zeros = zeros_on_grid(low_scan, local)
i = low_index[np.argmin(abs(low_zeros - t_blind))]
t_low = brentq(lambda t: asym(t, SHIFT, top=LOW, bot=LOW), local[i], local[i + 1], xtol=1e-9)
window = abs(local - t_low) < 70
t_low_good = local[window][np.argmax(abs(low_scan[window]))]
residual_low = max(abs(shift_curve(t_low, LOW))) / max(abs(shift_curve(t_low_good, LOW)))
assert residual_low < residual / 3


# Single-scattering law: each amplitude is found with the other grating averaged.
def separate_amplitudes(t, scale=1.0):
    a = diffract(example_layers(t, 0.0, top=scale, bot=0.0), N_SI**2)[0][NORD + 1]
    b = diffract(example_layers(t, 0.0, top=0.0, bot=scale), N_SI**2)[0][NORD + 1]
    return a, b


def single_error(scale):
    a, b = separate_amplitudes(t_good, scale)
    flux = np.sqrt(k0**2 - K**2) / k0
    d = PITCH / 8
    law = 4 * flux * np.imag(np.conj(a) * b) * np.sin(K * d)
    full = asym(t_good, d, top=scale, bot=scale)
    return abs(full - law) / (4 * flux * abs(a * b) * np.sin(K * d))


err_small, err_mid, err_full = [single_error(s) for s in (0.1, 0.2, 1.0)]
assert err_small < 0.05 and err_small < 0.5 * err_mid
a_blind, b_blind = separate_amplitudes(t_blind)
single = np.array([np.imag(np.conj(x) * y) for x, y in map(separate_amplitudes, local)])
single_zeros = zeros_on_grid(single, local)[1]
t_single = single_zeros[np.argmin(abs(single_zeros - t_blind))]


# Biased pads: false reading at the blind thickness, recovery away from it.
def pad_estimate(t):
    ap, am = asym(t, SHIFT + BIAS), asym(t, SHIFT - BIAS)
    return np.arctan(np.tan(K * BIAS) * (ap + am) / (ap - am)) / K


est_good, est_blind = pad_estimate(t_good), pad_estimate(t_blind)
est_off = {x: pad_estimate(t_blind + x) for x in (-10, -2, 2, 10)}
est_cubic = 3 * SHIFT * BIAS**2 / (2 * SHIFT**2 + BIAS**2)
assert abs(est_good - SHIFT) < 0.5
assert abs(est_blind - est_cubic) < 1.5
assert max(abs(est_off[x] - SHIFT) for x in (-10, 10)) < 0.5 * abs(est_blind - SHIFT)

# Internal offset of 1 nm in the lower grating, at zero true shift: the false
# shift must grow inversely with distance from the thickness of zero slope.
t_flat = root_near(slope, t_blind)


def false_shift(t):
    return asym(t, 0.0, tilt=1.0) / slope(t)


false_good = false_shift(t_good)
false_near = {x: false_shift(t_flat + x) for x in (-2, -0.2, -0.05, 0.05, 0.2, 2)}
odd_part = {x: (false_near[x] - false_near[-x]) / 2 for x in (0.05, 0.2)}
growth = odd_part[0.05] / odd_part[0.2]
assert abs(growth - 4) < 0.5

# Remedy: other wavelengths at the same thickness (rough silicon indices).
other = {650.0: 3.85 + 0.016j, 675.0: 3.81 + 0.013j, 700.0: 3.78 + 0.011j}
other_signal = {w: rel_asym(t_blind, SHIFT, lam=w, n_si=n) for w, n in other.items()}
assert max(abs(x) for x in other_signal.values()) > 5e-3
tm_signal = rel_asym(t_blind, SHIFT, pol="TM")


# Sizes of neglected effects.
def averaged_asym(t, angles, lams):
    return np.mean([asym(t, SHIFT, lam=w, angle=x) for x in angles for w in lams])


cone = np.radians([-3.0, 0.0, 3.0])
band = [LAM - 5, LAM, LAM + 5]
t_avg = root_near(lambda t: averaged_asym(t, cone, band), t_blind)
t_conv = root_near(lambda t: asym(t, SHIFT, nord=16), t_blind)
t_index = root_near(lambda t: asym(t, SHIFT, n_si=N_SI + 0.05), t_blind)
assert abs(t_conv - t_blind) < 0.5

print(f"Pitch {PITCH:.0f} nm, wavelength {LAM:.0f} nm, true shift {SHIFT:.0f} nm, bias {BIAS:.0f} nm")
print(f"Indices: oxide {N_OX}, resist {N_RESIST}, silicon {N_SI}")
print(f"Heights: resist lines {H_TOP:.0f} nm, silicon lines {H_BOT:.0f} nm")
print(f"First-order angle in air: {np.degrees(np.arcsin(LAM / PITCH)):.2f} deg")
print(f"Spacer wave numbers k, q: {k:.6f}, {q:.6f} 1/nm")
print(f"Energy error of solver: {energy_error:.1e}; fine-pitch amplitude error: {fine_error:.1e}")
print(f"Weak gratings: height {H_WEAK:.0f} nm, permittivity step {D_EPS}, shift {D_WEAK:.0f} nm")
print(f"Weak gratings: largest error / asymmetry amplitude: {weak_error:.1e}")
print(f"Blind spacing pi/(k+q): {spacing:.2f} nm")
print(f"Weak gratings, fourth blind gap: formula {gap_formula:.2f}, solver {gap_solver:.2f} nm")
print(f"Silicon stack, mean blind spacing: {mean_spacing:.2f} nm from {len(crossings)} zeros")
print("Silicon stack, first interpolated zeros:", " ".join(f"{x:.1f}" for x in crossings[:4]), "nm")
print(f"Blind thickness: {t_blind:.3f} nm; zero-slope thickness: {t_flat:.3f} nm")
print(f"Sensitive thickness: {t_good:.0f} nm")
for name, t in (("blind", t_blind), ("sensitive", t_good)):
    ip, im = order_powers(t, SHIFT)
    print(f"Powers I(+1), I(-1) at {name} thickness: {100*ip:.5f}, {100*im:.5f} % of incident")
print(f"Relative asymmetry (I+ - I-)/(I+ + I-), sensitive: {100*good_signal:.3f} %")
print(f"Relative asymmetry, blind: below 1e-7 %: {abs(100*blind_signal) < 1e-7}")
print(f"Zero-shift slope, blind / sensitive: {slope_blind/slope_good:.2e}")
print(f"Largest asymmetry for shifts to 10 nm, blind / sensitive: {small_ratio:.2e}")
print(f"Largest asymmetry over all shifts, blind / sensitive: {residual:.3f}")
print(f"Same ratio with grating contrast {LOW}: {residual_low:.4f} (blind at {t_low:.1f} nm)")
for name, h in (("sensitive", harm_good), ("blind", harm_blind)):
    print(f"Harmonics c1, c2, c3, {name}:", " ".join(f"{100*x:.4f}" for x in h), "% of incident")
print(f"Separate amplitudes at blind thickness: |a| {abs(a_blind):.4f}, |b| {abs(b_blind):.4f}")
print(f"Phase of b relative to a there: {np.degrees(np.angle(b_blind/a_blind)):.1f} deg")
print(f"Single-scattering blind thickness: {t_single:.1f} nm (interpolated)")
print(f"Single-scattering error at contrast 0.1, 0.2, 1: {err_small:.4f}, {err_mid:.4f}, {err_full:.3f}")
for name, t in (("sensitive", t_good), ("blind", t_blind)):
    print(f"Pad relative asymmetries, {name}: {100*rel_asym(t, SHIFT+BIAS):.4f}, "
          f"{100*rel_asym(t, SHIFT-BIAS):.4f} %")
print(f"Pad estimate, sensitive: {est_good:.3f} nm")
print(f"Pad estimate, blind: {est_blind:.2f} nm; cubic formula: {est_cubic:.2f} nm")
for x, value in est_off.items():
    print(f"Pad estimate at blind thickness {x:+d} nm: {value:.3f} nm")
print(f"False shift from 1 nm internal offset, sensitive: {false_good:.4f} nm")
for x in (-2, -0.2, 0.2, 2):
    print(f"False shift at zero-slope thickness {x:+.1f} nm: {false_near[x]:.4f} nm")
print(f"Growth of its odd part from 0.2 to 0.05 nm distance: {growth:.3f}")
for w, s in other_signal.items():
    print(f"Blind thickness at {w:.0f} nm (silicon {other[w]}): relative asymmetry {100*s:.3f} %")
print(f"Blind thickness, TM light at {LAM:.0f} nm: relative asymmetry {100*tm_signal:.3f} %")
print(f"Blind-thickness change, +-3 deg and +-5 nm averaging: {t_avg-t_blind:.3f} nm")
print(f"Blind-thickness change, silicon index +0.05: {t_index-t_blind:.3f} nm")
print(f"Blind-thickness change, orders to 16 instead of {NORD}: {t_conv-t_blind:.4f} nm")
print("success")
```

Printed output:

```
Pitch 800 nm, wavelength 633 nm, true shift 8 nm, bias 20 nm
Indices: oxide 1.46, resist 1.6, silicon (3.88+0.02j)
Heights: resist lines 100 nm, silicon lines 60 nm
First-order angle in air: 52.30 deg
Spacer wave numbers k, q: 0.014492, 0.012179 1/nm
Energy error of solver: 2.7e-15; fine-pitch amplitude error: 7.3e-05
Weak gratings: height 50 nm, permittivity step 0.02, shift 80 nm
Weak gratings: largest error / asymmetry amplitude: 2.0e-05
Blind spacing pi/(k+q): 117.79 nm
Weak gratings, fourth blind gap: formula 421.16, solver 421.16 nm
Silicon stack, mean blind spacing: 117.82 nm from 23 zeros
Silicon stack, first interpolated zeros: 394.7 502.7 622.3 740.6 nm
Blind thickness: 502.746 nm; zero-slope thickness: 502.775 nm
Sensitive thickness: 550 nm
Powers I(+1), I(-1) at blind thickness: 0.03758, 0.03758 % of incident
Powers I(+1), I(-1) at sensitive thickness: 2.10827, 2.71652 % of incident
Relative asymmetry (I+ - I-)/(I+ + I-), sensitive: -12.607 %
Relative asymmetry, blind: below 1e-7 %: True
Zero-shift slope, blind / sensitive: -8.10e-04
Largest asymmetry for shifts to 10 nm, blind / sensitive: 4.56e-04
Largest asymmetry over all shifts, blind / sensitive: 0.257
Same ratio with grating contrast 0.2: 0.0089 (blind at 481.4 nm)
Harmonics c1, c2, c3, sensitive: -12.8679 1.6131 -0.0219 % of incident
Harmonics c1, c2, c3, blind: -2.7889 1.0969 0.1754 % of incident
Separate amplitudes at blind thickness: |a| 0.1796, |b| 0.2736
Phase of b relative to a there: -174.3 deg
Single-scattering blind thickness: 498.8 nm (interpolated)
Single-scattering error at contrast 0.1, 0.2, 1: 0.0015, 0.0063, 0.210
Pad relative asymmetries, sensitive: -41.9607, 18.8019 %
Pad relative asymmetries, blind: -4.2601, 0.7905 %
Pad estimate, sensitive: 8.054 nm
Pad estimate, blind: 18.18 nm; cubic formula: 18.18 nm
Pad estimate at blind thickness -10 nm: 7.788 nm
Pad estimate at blind thickness -2 nm: 6.677 nm
Pad estimate at blind thickness +2 nm: 9.088 nm
Pad estimate at blind thickness +10 nm: 8.248 nm
False shift from 1 nm internal offset, sensitive: 0.7030 nm
False shift at zero-slope thickness -2.0 nm: 1.2278 nm
False shift at zero-slope thickness -0.2 nm: 9.7723 nm
False shift at zero-slope thickness +0.2 nm: -9.1779 nm
False shift at zero-slope thickness +2.0 nm: -0.6335 nm
Growth of its odd part from 0.2 to 0.05 nm distance: 4.001
Blind thickness at 650 nm (silicon (3.85+0.016j)): relative asymmetry 33.236 %
Blind thickness at 675 nm (silicon (3.81+0.013j)): relative asymmetry 8.409 %
Blind thickness at 700 nm (silicon (3.78+0.011j)): relative asymmetry 3.376 %
Blind thickness, TM light at 633 nm: relative asymmetry 10.282 %
Blind-thickness change, +-3 deg and +-5 nm averaging: -0.433 nm
Blind-thickness change, silicon index +0.05: 0.128 nm
Blind-thickness change, orders to 16 instead of 10: 0.0118 nm
success
```
